# Orbital Interaction with Overlap: Second-Order Shifts and Polarisation of Fragment Orbitals: a numerical check

```python
"""
Perturbation theory for two fragments whose orbitals overlap.
Result under test, for H c = E S c in the basis of fragment orbitals
(orthonormal inside a fragment, energies e), with t_ab(E) = H_ab - E S_ab:
  shift of level i        sum_j t_ij(e_i)^2 / (e_i - e_j)
  mixing of j (other)     t_ji(e_i) / (e_i - e_j)
  mixing of k (same)      sum_j t_kj(e_i) t_ji(e_i) / ((e_i-e_k)(e_i-e_j))
where j runs over the other fragment. Full diagonalization is the reference.
Energies are in eV.
"""
import numpy as np
from scipy.linalg import eigh


def perturb(H, S, frag):
    """Second-order shifts and coefficients; column i belongs to level i."""
    e = np.diag(H)
    n = len(e)
    shift, C = np.zeros(n), np.eye(n)
    for i in range(n):
        other = [j for j in range(n) if frag[j] != frag[i]]
        same = [k for k in range(n) if frag[k] == frag[i] and k != i]
        for j in other:
            t = H[j, i] - e[i] * S[j, i]
            C[j, i] = t / (e[i] - e[j])
            shift[i] += t * t / (e[i] - e[j])
        for k in same:
            C[k, i] = sum((H[k, j] - e[i] * S[k, j]) * C[j, i]
                          for j in other) / (e[i] - e[k])
        C[i, i] = 1 - sum(C[j, i] * S[i, j] + C[j, i]**2 / 2 for j in other)
    return shift, C


def exact(H, S):
    """Exact shifts and vectors, matched to the unperturbed levels by order."""
    e = np.diag(H)
    order = np.argsort(e)
    E, V = eigh(H, S)
    shift, C = np.zeros(len(e)), np.zeros_like(H)
    shift[order] = E - e[order]
    C[:, order] = V
    return shift, C * np.sign(np.diag(C))


# ---- order of the error, five orbitals, independent H and S elements ----
rng = np.random.default_rng(7)
e_test = np.array([-16.0, -12.0, -8.0, -14.0, -10.0])
frag5 = np.array([0, 0, 0, 1, 1])
S_block = rng.uniform(-1, 1, (3, 2))
H_block = 10 * rng.uniform(-1, 1, (3, 2))
cross = frag5[:, None] != frag5[None, :]
own_offdiag = (~cross) & (~np.eye(5, dtype=bool))


def errors(lam):
    H, S = np.diag(e_test), np.eye(5)
    H[:3, 3:], S[:3, 3:] = lam * H_block, lam * S_block
    H[3:, :3], S[3:, :3] = H[:3, 3:].T, S[:3, 3:].T
    s2, C2 = perturb(H, S, frag5)
    sx, Cx = exact(H, S)
    wrong = np.zeros((5, 5))      # e_k in place of e_i in one numerator
    for i in range(5):
        for k in range(5):
            if own_offdiag[k, i]:
                js = np.where(frag5 != frag5[i])[0]
                wrong[k, i] = sum((H[k, j] - e_test[k] * S[k, j]) * C2[j, i]
                                  for j in js) / (e_test[i] - e_test[k])
    d = C2 - Cx
    return np.array([np.linalg.norm(s2 - sx), np.linalg.norm(d[cross]),
                     np.linalg.norm(d[own_offdiag]),
                     np.linalg.norm(np.diag(d)),
                     np.linalg.norm((wrong - Cx)[own_offdiag])])


ratio = errors(0.002) / errors(0.001)
for r, expected in zip(ratio, (16, 8, 16, 16, 4)):
    assert abs(r / expected - 1) < 0.06, (r, expected)
print("Error ratio on halving the perturbation (no unit):")
for name, r in zip(("energy", "interfragment mixing", "intrafragment mixing",
                    "own coefficient", "intrafragment, e_k wrongly used"),
                   ratio):
    print(f"  {name}: {r:.2f}")

# ---- model: pi bond (p1, p2) and a substituent orbital d on atom 1 ----
K, alpha_p, s12 = 1.75, -11.0, 0.25
frag3 = np.array([0, 0, 1])


def model(alpha_d, s_d1):
    """Return H, S in the basis (pi, pi*, d), the AO overlap and the basis."""
    alpha = np.array([alpha_p, alpha_p, alpha_d])
    S = np.array([[1, s12, s_d1], [s12, 1, 0], [s_d1, 0, 1.0]])
    H = K * S * (alpha[:, None] + alpha[None, :]) / 2
    np.fill_diagonal(H, alpha)
    U = np.eye(3)
    U[:2, :2] = eigh(H[:2, :2], S[:2, :2])[1]
    U[:, :2] *= np.sign(U[0, :2])
    return U.T @ H @ U, U.T @ S @ U, S, U


alpha_d, s_d1 = -15.0, 0.10
H, S, S_ao, U = model(alpha_d, s_d1)
e = np.diag(H)
h12 = K * s12 * alpha_p
assert np.allclose(e[:2], [(alpha_p + h12) / (1 + s12),
                           (alpha_p - h12) / (1 - s12)])
s2, C2 = perturb(H, S, frag3)
sx, Cx = exact(H, S)
kappa = K * (alpha_p + alpha_d) / 2
t_pi, t_star = H[:2, 2] - e[0] * S[:2, 2]
assert np.allclose([t_pi, t_star], -(e[0] - kappa) * S[:2, 2])

print(f"Model: K = {K}, alpha_p = {alpha_p} eV, s12 = {s12}, "
      f"alpha_d = {alpha_d} eV, S_d1 = {s_d1}")
print(f"H_12 = {h12:.4f} eV, H_d1 = {kappa*s_d1:.4f} eV, "
      f"kappa = {kappa:.3f} eV")
print(f"e_pi = {e[0]:.4f} eV, e_pi* = {e[1]:.4f} eV, e_d = {e[2]:.4f} eV")
print(f"S_pi,d = {S[0,2]:.5f}, S_pi*,d = {S[1,2]:.5f}")
print(f"H_pi,d = {H[0,2]:.4f} eV, H_pi*,d = {H[1,2]:.4f} eV")
print(f"t_pi,d(e_pi) = {t_pi:.4f} eV, t_pi*,d(e_pi) = {t_star:.4f} eV")
for i, name in enumerate(("pi", "pi*", "d")):
    print(f"Shift of {name}: second order {s2[i]:+.4f} eV, "
          f"exact {sx[i]:+.4f} eV")
d_parts = [(H[a, 2] - e[2] * S[a, 2])**2 / (e[2] - e[a]) for a in (0, 1)]
print(f"Parts of the d shift: from pi {d_parts[0]:+.4f} eV, "
      f"from pi* {d_parts[1]:+.4f} eV")

# ---- independence of the energy zero ----
zero = 10.0
s2_moved, C2_moved = perturb(H + zero * S, S, frag3)
sx_moved, _ = exact(H + zero * S, S)
assert np.allclose(s2_moved, s2) and np.allclose(C2_moved, C2)
assert np.allclose(sx_moved, sx)
naive = H[0, 2]**2 / (e[0] - e[2])
naive_moved = (H + zero * S)[0, 2]**2 / (e[0] - e[2])
assert abs(naive - naive_moved) > 0.1
print(f"pi shift from H^2/(e_pi-e_d): {naive:.4f} eV; "
      f"with all energies raised by {zero:.0f} eV: {naive_moved:.4f} eV")

# ---- two filled levels, and the degenerate limit ----
h, s = H[0, 2], S[0, 2]
S_pair = np.array([[1, s], [s, 1]])
roots = eigh(np.array([[e[0], h], [h, e[2]]]), S_pair, eigvals_only=True)
pair_exact = 2 * (roots.sum() - e[0] - e[2])
pair_second = 2 * ((e[0] + e[2]) * s**2 - 2 * h * s)
assert abs(pair_exact - pair_second / (1 - s**2)) < 1e-10
assert abs(pair_second - 2 * (s2[0] + d_parts[0])) < 1e-10
print(f"Four-electron energy change, pi and d alone: second order "
      f"{pair_second:+.4f} eV, exact {pair_exact:+.4f} eV")
print(f"Four-electron energy change with pi* present: second order "
      f"{2*(s2[0]+s2[2]):+.4f} eV, exact {2*(sx[0]+sx[2]):+.4f} eV")
equal = eigh(np.array([[e[0], h], [h, e[0]]]), S_pair, eigvals_only=True)
assert np.allclose(equal - e[0], [t_pi / (1 + s), -t_pi / (1 - s)])
print(f"Shifts if e_d were equal to e_pi, same H and S: "
      f"{equal[0]-e[0]:+.4f} and {equal[1]-e[0]:+.4f} eV")

# ---- polarisation of the pi orbital ----
print("Coefficients in the perturbed pi orbital (second order; exact):")
for a, name in enumerate(("pi", "pi*", "d")):
    print(f"  {name}: {C2[a,0]:+.4f}; {Cx[a,0]:+.4f}")
ao2, aox = U @ C2[:, 0], U @ Cx[:, 0]
print(f"  p1: {ao2[0]:+.4f}; {aox[0]:+.4f}   (unperturbed {U[0,0]:.4f})")
print(f"  p2: {ao2[1]:+.4f}; {aox[1]:+.4f}   (unperturbed {U[1,0]:.4f})")
assert C2[1, 0] < 0 and Cx[1, 0] < 0 and aox[1] > aox[0]

alpha_a = -9.0
Ha, Sa, _, Ua = model(alpha_a, s_d1)
Ca2, Cax = perturb(Ha, Sa, frag3)[1], exact(Ha, Sa)[1]
aoa = Ua @ Cax[:, 0]
assert Ca2[1, 0] > 0 and Cax[1, 0] > 0 and aoa[0] > aoa[1]
print(f"Acceptor at {alpha_a} eV: pi* in pi {Ca2[1,0]:+.4f} (second order), "
      f"{Cax[1,0]:+.4f} (exact)")
print(f"  exact p1 {aoa[0]:.4f}, p2 {aoa[1]:.4f}")


# ---- total density with pi and d levels both doubly filled ----
def density_element(alpha_sub, overlap):
    """Second-order and exact P between pi and pi*."""
    Hm, Sm, _, _ = model(alpha_sub, overlap)
    c2, cx = perturb(Hm, Sm, frag3)[1], exact(Hm, Sm)[1]
    second = 2 * (c2[1, 0] + c2[0, 2] * c2[1, 2])
    return second, 2 * (cx[0, 0] * cx[1, 0] + cx[0, 2] * cx[1, 2])


err = [abs(np.subtract(*density_element(alpha_d, x))) for x in (0.01, 0.005)]
assert abs(err[0] / err[1] / 16 - 1) < 0.06, err
P2, Px = density_element(alpha_d, s_d1)
from_pi, from_d = 2 * C2[1, 0], 2 * C2[0, 2] * C2[1, 2]
assert from_pi < 0 < from_d and P2 < 0 and Px < 0
print(f"P_pi,pi*: from pi level {from_pi:+.4f}, from d level {from_d:+.4f}, "
      f"sum {P2:+.4f}, exact {Px:+.4f}")
occ = U @ Cx[:, [0, 2]]
P_ao = 2 * occ @ occ.T
q = np.sum(P_ao * S_ao, axis=1)
bond_part = 2 * Px / np.sqrt(1 - s12**2)
overlap_part = P_ao[0, 2] * s_d1
assert abs(q.sum() - 4) < 1e-10
assert abs(q[0] - q[1] - bond_part - overlap_part) < 1e-10
print(f"Exact Mulliken populations (electrons): p1 {q[0]:.4f}, "
      f"p2 {q[1]:.4f}, d {q[2]:.4f}")
print(f"q1 - q2 = {q[0]-q[1]:+.4f}: pi/pi* part {bond_part:+.4f}, "
      f"overlap part {overlap_part:+.4f}")

# ---- where second order loses accuracy ----
print("S_d1: pi shift in eV (second order, exact); pi* in pi (same)")
for x in (0.05, 0.10, 0.15, 0.20):
    Hm, Sm, _, _ = model(alpha_d, x)
    a2, c2 = perturb(Hm, Sm, frag3)
    ax, cx = exact(Hm, Sm)
    print(f"  {x:.2f}: {a2[0]:.4f}, {ax[0]:.4f}; "
          f"{c2[1,0]:+.4f}, {cx[1,0]:+.4f}")

print("ALL CHECKS PASSED")
```

Output:

```
Error ratio on halving the perturbation (no unit):
  energy: 16.00
  interfragment mixing: 8.00
  intrafragment mixing: 16.00
  own coefficient: 15.99
  intrafragment, e_k wrongly used: 4.00
Model: K = 1.75, alpha_p = -11.0 eV, s12 = 0.25, alpha_d = -15.0 eV, S_d1 = 0.1
H_12 = -4.8125 eV, H_d1 = -2.2750 eV, kappa = -22.750 eV
e_pi = -12.6500 eV, e_pi* = -8.2500 eV, e_d = -15.0000 eV
S_pi,d = 0.06325, S_pi*,d = 0.08165
H_pi,d = -1.4388 eV, H_pi*,d = -1.8575 eV
t_pi,d(e_pi) = -0.6388 eV, t_pi*,d(e_pi) = -0.8247 eV
Shift of pi: second order +0.1736 eV, exact +0.1575 eV
Shift of pi*: second order +0.2077 eV, exact +0.2130 eV
Shift of d: second order -0.1616 eV, exact -0.1484 eV
Parts of the d shift: from pi -0.1022 eV, from pi* -0.0593 eV
pi shift from H^2/(e_pi-e_d): 0.8810 eV; with all energies raised by 10 eV: 0.2767 eV
Four-electron energy change, pi and d alone: second order +0.1428 eV, exact +0.1434 eV
Four-electron energy change with pi* present: second order +0.0242 eV, exact +0.0182 eV
Shifts if e_d were equal to e_pi, same H and S: -0.6008 and +0.6819 eV
Coefficients in the perturbed pi orbital (second order; exact):
  pi: +0.9802; +0.9842
  pi*: -0.0509; -0.0472
  d: -0.2718; -0.2389
  p1: +0.5784; +0.5839   (unperturbed 0.6325)
  p2: +0.6616; +0.6610   (unperturbed 0.6325)
Acceptor at -9.0 eV: pi* in pi +0.0076 (second order), +0.0074 (exact)
  exact p1 0.6329, p2 0.6209
P_pi,pi*: from pi level -0.1019, from d level +0.0391, sum -0.0628, exact -0.0609
Exact Mulliken populations (electrons): p1 0.9577, p2 1.0753, d 1.9670
q1 - q2 = -0.1177: pi/pi* part -0.1258, overlap part +0.0081
S_d1: pi shift in eV (second order, exact); pi* in pi (same)
  0.05: 0.0434, 0.0423; -0.0127, -0.0125
  0.10: 0.1736, 0.1575; -0.0509, -0.0472
  0.15: 0.3907, 0.3185; -0.1146, -0.0978
  0.20: 0.6945, 0.4971; -0.2038, -0.1575
ALL CHECKS PASSED
```
